# Why a Linear Relativistic Hamiltonian Needs Four Components

## The decision: how many components to store

A program for a relativistic electron must fix, before anything else is allocated, how many complex amplitudes the wave function carries at each point of space. If the Hamiltonian is to be Hermitian and linear in momentum with constant matrix coefficients, the particle has mass, and every energy level is to satisfy $E^2=p^2c^2+m^2c^4$, the number in three dimensions must be a multiple of four, and four is enough. One, two or three amplitudes cannot meet all of these conditions, and neither can five or six. The same algebra supplies checks for the matrices in the code and fixes how many eigenvalues of each sign a free particle has at each momentum.

## The requirement and its assumptions

Consider a free particle of mass $m>0$ with momentum components $p_1,p_2,p_3$. Write

$$H=c\sum_{i=1}^{3}\alpha_i p_i+\beta mc^2 ,$$

where $\alpha_i$ and $\beta$ are constant $N\times N$ matrices. This is the general form linear in momentum with constant coefficients: the term without momentum is some matrix $B$, and $\beta=B/(mc^2)$ merely names it. Dividing by $mc^2$ is allowed because $m\neq0$.

Two demands are made for every real momentum:

$$H^\dagger=H,\qquad H^2=(p^2c^2+m^2c^4)\,\mathbb 1 .$$

The first makes the energies real. At $p=0$ it gives $\beta^\dagger=\beta$; with one component nonzero at a time it then gives $\alpha_i^\dagger=\alpha_i$. The second makes every energy satisfy $E^2=p^2c^2+m^2c^4$. The word "every" matters. The Hermitian $3\times3$ matrix with first row $(0,\ c(p_1-ip_2),\ cp_3-imc^2)$, the complex conjugate first column and zeros elsewhere is linear in momentum and has the eigenvalues $\pm\sqrt{p^2c^2+m^2c^4}$, but it also has a level at zero. The demand on $H^2$ rules out such extra levels.

The matrices do not depend on position, so they commute with the momentum operators, and the $p_i$ commute with each other. On a plane wave they are ordinary numbers. The demand on $H^2$ concerns the free particle. A potential may be added to $H$ afterwards without changing the matrices, but the square is then no longer the one above.

## Squaring the Hamiltonian

The order of the matrices must be kept:

$$H^2=c^2\sum_{i,j}\alpha_i\alpha_j\,p_ip_j+mc^3\sum_i(\alpha_i\beta+\beta\alpha_i)p_i+\beta^2m^2c^4 .$$

The factor $mc^3$ is the product of $c$ from the momentum term and $mc^2$ from the mass term. In the double sum, the pairs $(i,j)$ and $(j,i)$ carry the same number $p_ip_j$, so

$$\sum_{i,j}\alpha_i\alpha_jp_ip_j=\sum_i\alpha_i^2p_i^2+\sum_{i<j}(\alpha_i\alpha_j+\alpha_j\alpha_i)p_ip_j .$$

The result must equal $c^2(p_1^2+p_2^2+p_3^2)+m^2c^4$ times the unit matrix for all $p$. Two polynomials that agree for all real $p$ have equal coefficients. With $\{A,B\}=AB+BA$, the comparison gives

$$\alpha_i^2=\mathbb 1,\quad \beta^2=\mathbb 1,\quad \{\alpha_i,\alpha_j\}=0\ (i\neq j),\quad \{\alpha_i,\beta\}=0 .$$

Conversely, inserting these relations into the expansion returns the required square, so they are equivalent to the demand on $H^2$. Calling the four matrices $\Gamma_1,\dots,\Gamma_4=\alpha_1,\alpha_2,\alpha_3,\beta$, they read

$$\{\Gamma_A,\Gamma_B\}=2\delta_{AB}\mathbb 1 .$$

The factor 2 arises because $\Gamma_A\Gamma_A$ occurs twice when $A=B$. This is a Clifford algebra with four generators.

Ordinary numbers cannot satisfy it. They commute, so $\{\alpha_1,\alpha_2\}=2\alpha_1\alpha_2$, which vanishes only if one factor is zero, whereas both must square to one. This excludes $N=1$.

## Eigenvalues and trace

If $\Gamma v=\lambda v$ with $v\neq0$, then $v=\Gamma^2v=\lambda^2v$, so $\lambda=\pm1$.

To find how often each sign occurs, take any other member $\Gamma'$ of the set. Since $\Gamma'^2=\mathbb 1$ and $\Gamma\Gamma'=-\Gamma'\Gamma$,

$$\operatorname{tr}\Gamma=\operatorname{tr}(\Gamma\Gamma'\Gamma')=-\operatorname{tr}(\Gamma'\Gamma\Gamma')=-\operatorname{tr}(\Gamma\Gamma'\Gamma')=-\operatorname{tr}\Gamma .$$

The third equality moves the first factor to the end, which a trace permits. Hence $\operatorname{tr}\Gamma=0$.

A Hermitian matrix can be diagonalized, and its trace is the sum of its eigenvalues. If $+1$ occurs $n_+$ times and $-1$ occurs $n_-$ times, then $n_+-n_-=0$ and $n_++n_-=N$. Both numbers equal $N/2$, so $N$ is even. This excludes $N=3$.

## Why two components are too few

The traces of products follow from the anticommutators. Because $\operatorname{tr}(\Gamma_A\Gamma_B)=\operatorname{tr}(\Gamma_B\Gamma_A)$,

$$\operatorname{tr}(\Gamma_A\Gamma_B)=\tfrac12\operatorname{tr}\{\Gamma_A,\Gamma_B\}=N\delta_{AB}.$$

Suppose that some combination of the unit matrix and the four $\Gamma_A$ vanishes:

$$a_0\mathbb 1+\sum_A a_A\Gamma_A=0 .$$

Its trace is $Na_0=0$, so $a_0=0$. Multiplying by $\Gamma_B$ and taking the trace gives $Na_B=0$, so every $a_B=0$. The five matrices $\mathbb 1,\alpha_1,\alpha_2,\alpha_3,\beta$ are therefore linearly independent.

An $N\times N$ matrix has $N^2$ entries, so at most $N^2$ such matrices can be independent. For $N=2$ there is room for four, and five are needed. Since $N$ is even, $N\geq4$.

## Why the size is a multiple of four

A second argument excludes $N=6$ as well and shows what the four components describe. Define

$$S=-i\alpha_1\alpha_2 .$$

It is Hermitian, since $S^\dagger=i\alpha_2\alpha_1=-i\alpha_1\alpha_2$, and it squares to one:

$$S^2=(-i)^2\alpha_1\alpha_2\alpha_1\alpha_2=-\alpha_1(-\alpha_1\alpha_2)\alpha_2=\mathbb 1 .$$

Moving $\beta$ through $\alpha_1\alpha_2$ produces two minus signs, so $\beta S=S\beta$. The two matrices can be diagonalized together. Let $V(b,s)$ be the space of vectors with $\beta v=bv$ and $Sv=sv$, where $b,s=\pm1$. These four spaces together make up the whole $N$-dimensional space.

The matrix $\alpha_3$ anticommutes with $\beta$. It commutes with $S$, because it passes two matrices and collects two minus signs. For $v$ in $V(b,s)$,

$$\beta(\alpha_3v)=-b\,\alpha_3v,\qquad S(\alpha_3v)=s\,\alpha_3v .$$

Thus $\alpha_3$ maps $V(b,s)$ into $V(-b,s)$. It is its own inverse, so the two spaces have equal dimension.

The product $\alpha_1\alpha_3$ commutes with $\beta$, again by two sign changes. With $S$,

$$\alpha_1\alpha_3S=-i\alpha_1\alpha_3\alpha_1\alpha_2=i\alpha_3\alpha_2,$$
$$S\alpha_1\alpha_3=-i\alpha_1\alpha_2\alpha_1\alpha_3=i\alpha_2\alpha_3=-i\alpha_3\alpha_2 .$$

The two results are opposite, so $\alpha_1\alpha_3$ reverses $s$ and keeps $b$. Its inverse is $\alpha_3\alpha_1$, so these spaces also have equal dimension. All four dimensions equal one number $d$, and

$$N=4d .$$

### What the two labels mean

For a particle at rest $H=\beta mc^2$, so $b$ is the sign of the energy. The label $s$ is tied to rotations about the third axis. From $S\alpha_1=i\alpha_2=-\alpha_1S$ and $S\alpha_2=-i\alpha_1=-\alpha_2S$,

$$\left[\tfrac{\hbar}{2}S,\alpha_1\right]=i\hbar\alpha_2,\qquad \left[\tfrac{\hbar}{2}S,\alpha_2\right]=-i\hbar\alpha_1 ,$$

while $S$ commutes with $\alpha_3$ and $\beta$. The orbital angular momentum $L_3=x_1p_2-x_2p_1$ acts on the momentum in the same way: $[L_3,p_1]=i\hbar p_2$, $[L_3,p_2]=-i\hbar p_1$ and $[L_3,p_3]=0$. Therefore

$$[L_3,H]=i\hbar c(\alpha_1p_2-\alpha_2p_1),\qquad \left[\tfrac{\hbar}{2}S,H\right]=i\hbar c(\alpha_2p_1-\alpha_1p_2).$$

The sum $L_3+\tfrac{\hbar}{2}S$ commutes with $H$ and is conserved. The second term is a spin component with values $\pm\hbar/2$. For a particle at rest, and in a basis where $\beta$ and $S$ are both diagonal, the four components of the smallest case are thus two energy signs times two spin directions. For a moving particle $\beta$ no longer commutes with $H$, so a component of the array is not in general a state of definite energy.

## Matrices to implement

The lower bound is reached. Take the Pauli matrices

$$\sigma_1=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_2=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_3=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

for which direct multiplication gives $\{\sigma_i,\sigma_j\}=2\delta_{ij}\mathbb 1_2$. In $2\times2$ blocks, set

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\\sigma_i&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}\mathbb 1_2&0\\0&-\mathbb 1_2\end{pmatrix}.$$

Block multiplication gives

$$\{\alpha_i,\alpha_j\}=\begin{pmatrix}\{\sigma_i,\sigma_j\}&0\\0&\{\sigma_i,\sigma_j\}\end{pmatrix}=2\delta_{ij}\mathbb 1_4,$$

$$\alpha_i\beta=\begin{pmatrix}0&-\sigma_i\\\sigma_i&0\end{pmatrix}=-\beta\alpha_i ,$$

and $\beta^2=\mathbb 1_4$. All the relations hold, so the minimal dimension is four. Repeating these blocks along a diagonal realizes every larger multiple of four.

For any unitary $U$, the matrices $U\Gamma_AU^\dagger$ serve equally well, since $U^\dagger U=\mathbb 1$ cancels inside each product. All four must be transformed together, along with the wave function.

Codes written in covariant form use $\gamma^0=\beta$ and $\gamma^i=\beta\alpha_i$. Then

$$\gamma^i\gamma^j+\gamma^j\gamma^i=\beta\alpha_i\beta\alpha_j+\beta\alpha_j\beta\alpha_i=-\{\alpha_i,\alpha_j\}=-2\delta_{ij}\mathbb 1,$$
$$\gamma^0\gamma^i+\gamma^i\gamma^0=\alpha_i+\beta\alpha_i\beta=\alpha_i-\alpha_i=0 .$$

With $(\gamma^0)^2=\mathbb 1$, these combine into $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}\mathbb 1$, where $g=\operatorname{diag}(1,-1,-1,-1)$. The $\gamma^i$ are anti-Hermitian, because $(\beta\alpha_i)^\dagger=\alpha_i\beta=-\beta\alpha_i$. A Hermiticity check belongs on $\alpha_i$ and $\beta$, not on $\gamma^i$.

## What the solver must return

Let $E=\sqrt{p^2c^2+m^2c^4}$. From $H^2=E^2\mathbb 1$, each eigenvalue at fixed $p$ is $+E$ or $-E$. Since $\alpha_i$ and $\beta$ are traceless, so is $H$, and both signs occur equally often. For $N=4$ the spectrum is $-E,-E,+E,+E$ in any representation.

The negative energies have no lower limit, because $E$ grows without bound with $p$. Minimizing the expectation value of $H$ over unrestricted four-component functions therefore does not find an electron state. A solver has to target the positive-energy states in another way, for example by picking them out of the full spectrum. This works only if the discretization respects the coupling of upper and lower components derived below. In a finite basis, the functions for the lower components must contain $\boldsymbol\sigma\cdot\mathbf p$ applied to those for the upper components (kinetic balance). For the hydrogen atom with twelve s and twelve p Gaussians (exponents $0.02\times2.5^k$ bohr$^{-2}$, $k=0,\dots,11$) shared by all four components, the lowest level above the negative branch lies near $-26$ hartree, measured from $mc^2$; with kinetic balance it is $-0.5000$ hartree, as it should be. On a grid of spacing $h$, central differences replace the wave number $k$ by $\sin(kh)/h$, which vanishes again at $k=\pi/h$, so spurious copies of the low-lying levels appear: on a one-dimensional ring with an even number of points, four states at $+mc^2$ instead of two.

Nor can the lower two components simply be deleted. In the block form above, the upper left block of $H$ is $mc^2\mathbb 1_2$ and contains no momentum at all. The kinetic energy enters through the coupling of the blocks. Writing a positive-energy eigenvector as $(u,l)$, the lower row of $H\psi=E\psi$ is

$$c\,\boldsymbol\sigma\cdot\mathbf p\,u-mc^2l=El
\quad\Rightarrow\quad l=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+mc^2}\,u .$$

Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2\mathbb 1_2$, the lengths obey

$$\frac{|l|}{|u|}=\frac{cp}{E+mc^2}.$$

For $p\ll mc$ this approaches $p/(2mc)$, which is small. For $p\gg mc$ it approaches one.

A two-component description of the positive-energy states alone does exist for the free particle: on that two-dimensional subspace $H$ is $E\,\mathbb 1_2$. It escapes the result by giving up linearity, since $E$ contains a square root of $p^2$. The same holds with a potential: in a finite basis the one-electron Dirac matrix can be decoupled exactly (X2C), and the two-component matrix, again not linear in momentum, reproduces the positive-energy levels of the four-component one.

## Worked example: a free electron

Choose $c\mathbf p=(300,400,1200)$ keV. With $mc^2=510.999$ keV,

$$|c\mathbf p|^2=90\,000+160\,000+1\,440\,000=1\,690\,000\ \text{keV}^2,$$
$$E=\sqrt{1\,690\,000+261\,120}\ \text{keV}=1396.8\ \text{keV}.$$

The Hamiltonian in keV, with the rest energy rounded to 511, is

$$H=\begin{pmatrix}
511&0&1200&300-400i\\
0&511&300+400i&-1200\\
1200&300-400i&-511&0\\
300+400i&-1200&0&-511
\end{pmatrix}.$$

Three entries of $H^2$ show how the algebra works. The first diagonal entry, with the unrounded rest energy, is

$$261\,120+1200^2+|300-400i|^2=1\,951\,120\ \text{keV}^2=E^2 .$$

The entry in row 1, column 2 cancels because different $\alpha_i$ anticommute:

$$1200(300-400i)+(300-400i)(-1200)=0 .$$

The entry in row 1, column 3 cancels because $\alpha_i$ and $\beta$ anticommute:

$$511\times1200+1200\times(-511)=0 .$$

Diagonalization gives $-1396.8$ keV twice and $+1396.8$ keV twice. For the positive-energy states,

$$\frac{|l|}{|u|}=\frac{1300}{1396.8+511.0}=0.68 ,$$

so the lower components carry $0.68^2/(1+0.68^2)\approx32\%$ of the norm.

### The same electron with two components

A tempting economy is $H_2=c\,\boldsymbol\sigma\cdot\mathbf p+mc^2\sigma_3$. The mass matrix $\sigma_3$ anticommutes with $\sigma_1$ and $\sigma_2$ but not with itself, so a cross term survives:

$$H_2^2=(E^2+2mc^2\,cp_3)\mathbb 1_2 .$$

Here it is $2\times510.999\times1200\approx1\,226\,400$ keV². The upper energy is

$$\sqrt{1\,951\,120+1\,226\,400}\ \text{keV}=1782.6\ \text{keV}.$$

At $-\mathbf p$ the cross term changes sign and the upper energy is 851.3 keV. Both differ from 1396.8 keV, and the energy now depends on the direction of motion.

No other mass matrix repairs this. Any $2\times2$ matrix can be written $M=a_0\mathbb 1_2+\sum_ja_j\sigma_j$, and

$$\{\sigma_i,M\}=2a_0\sigma_i+2a_i\mathbb 1_2 .$$

This vanishes for all three $i$ only if $M=0$. To measure the failure, use the Frobenius norm, the root of the summed squared moduli of the entries; its square is $\operatorname{tr}(X^\dagger X)$. Both $\sigma_i$ and $\mathbb 1_2$ have squared norm 2, and the cross terms vanish because $\operatorname{tr}\sigma_i=0$ and $\operatorname{tr}(\sigma_i\sigma_j)=0$ for $i\neq j$. Summing over $i$,

$$\sum_i\|\{\sigma_i,M\}\|^2=24|a_0|^2+8\sum_j|a_j|^2 .$$

At unit norm, $2|a_0|^2+2\sum_j|a_j|^2=1$, and the sum becomes $4+16|a_0|^2$. Its root is at least 2, the value found numerically.

## Where fewer components suffice

With linearity and the demand on $H^2$ kept, each of the two cases below removes one of the four anticommuting matrices.

- **Zero mass.** No $\beta$ is needed, and $H=c\,\boldsymbol\sigma\cdot\mathbf p$ satisfies $H^2=c^2p^2\mathbb 1_2$ with two components.
- **Motion in a plane.** With two momentum components, $H=c(\sigma_1p_1+\sigma_2p_2)+mc^2\sigma_3$ has the correct square, even with mass.

A small mass is not an exception. The relation $\{\alpha_i,\beta\}=0$ has no $m$ in it and is required for every $m>0$.

## Numerical check without a chosen representation

The numerical check also searches for four Hermitian matrices of each size from $N=1$ to $6$, starting from random entries. It minimizes

$$F=\sum_{A,B}\|\{\Gamma_A,\Gamma_B\}-2\delta_{AB}\mathbb 1\|^2 ,$$

which is zero precisely when the algebra holds. At $N=4$ the search reaches $F<10^{-14}$. The matrices it finds pass the tests of eigenvalues, traces, independence and joint eigenspaces, and they give the same electron energies as the standard set.

At the other sizes the lowest values found are 12.0, 8.0, 17.7, 12.0 and 8.0 for $N=1,2,3,5,6$. A finite search cannot prove that these are the true minima; the impossibility rests on the algebra above. The values do not fall steadily with $N$, and the repeated ones match a simple construction. For block-diagonal matrices $F$ is the sum of the blocks' values, so an exact $4\times4$ block joined to the best $1\times1$ or $2\times2$ block found gives 12 or 8. This shows only that the minima at $N=5$ and $6$ are at most 12 and 8. The search found nothing lower, but the program does not check that its matrices have this block form, and at $N=3$ it did better than the block value $12+8=20$. What the algebra guarantees is that $F$ cannot be zero unless $N$ is a multiple of four.

## Numbers as computed

```
Smallest violation found by the search (dimensionless)
  N = 1: 12.0000
  N = 2: 8.0000
  N = 3: 17.7143
  N = 4: below 1e-14
  N = 5: 12.0000
  N = 6: 8.0000
Matrices found by the search at N = 4
  eigenvalues of alpha_1: -1.00000 -1.00000 +1.00000 +1.00000
  eigenvalues of alpha_2: -1.00000 -1.00000 +1.00000 +1.00000
  eigenvalues of alpha_3: -1.00000 -1.00000 +1.00000 +1.00000
  eigenvalues of beta: -1.00000 -1.00000 +1.00000 +1.00000
  largest |trace| below 1e-6: True
  independent matrices among 1, alpha_i, beta: 5
  eigenvalues of 2*beta + S: -3.00000 -1.00000 +1.00000 +3.00000
Free electron, standard matrices
  cp components (keV): 300.0 400.0 1200.0
  |cp| = 1300.000 keV
  m c^2 = 510.999 keV
  E = sqrt(|cp|^2 + (m c^2)^2) = 1396.825 keV
  H (keV), row by row:
    510.999+0.0i  0.000+0.0i  1200.000+0.0i  300.000-400.0i
    0.000+0.0i  510.999+0.0i  300.000+400.0i  -1200.000+0.0i
    1200.000+0.0i  300.000-400.0i  -510.999+0.0i  0.000+0.0i
    300.000+400.0i  -1200.000+0.0i  0.000+0.0i  -510.999+0.0i
  diagonal of H^2 (keV^2): 1951119.9 1951119.9 1951119.9 1951119.9
  largest off-diagonal |H^2| below 1e-6 keV^2: True
  energies, standard matrices (keV): -1396.825 -1396.825 +1396.825 +1396.825
  energies, matrices from the search (keV): -1396.825 -1396.825 +1396.825 +1396.825
Failed 2x2 attempt, H = c sigma.p + m c^2 sigma_3
  cross term left in H^2 at p: 1226397.5 keV^2
  upper energy at p: 1782.559 keV
  upper energy at -p: 851.306 keV
  least total anticommutator norm with the three sigma_i,
  over 2x2 matrices of unit Frobenius norm: 2.0000
```
